# The two-term growth correction for an exponentially growing electron swarm

## A case that can be seen through

Let electrons move through a uniform gas under a constant acceleration $a$ along $z$. Suppose that every electron, whatever its speed, suffers collisions at the same frequency $\nu_m$, and that each collision leaves its products with no preferred direction. Some collisions ionise, and the electron number $n$ grows as $e^{\nu_i t}$.

Let $w$ be the mean velocity along $z$. The total momentum is $P=nmw$. The force supplies $nma$ per unit time, collisions remove $\nu_mP$, and new electrons bring none on average:
$$\frac{dP}{dt}=nma-\nu_mP .$$
Once $w$ is steady, $P$ grows only because $n$ grows, so $dP/dt=\nu_i nmw$. Therefore
$$w=\frac{a}{\nu_m+\nu_i}. \tag{1}$$
Growth acts on the drift like extra friction, although no extra collision occurs: the momentum is shared among ever more electrons. Writing $\nu_m=N\sigma_m v$, with $N$ the gas density, gives
$$\nu_m+\nu_i=Nv\left(\sigma_m+\frac{\nu_i}{Nv}\right),$$
which is the replacement to be derived for a general gas.

Equation (1) uses no expansion in angles, so a particle simulation can test it sharply. Take $\nu_m/N=2.0\times10^{-13}$ m³/s, a reduced field of 1500 Td (1 Td $=10^{-21}$ V m²), and let half of the collisions above 16 eV ionise. A Monte Carlo simulation gave $\nu_i/N=4.218\times10^{-14}$ m³/s and $w=(1.088\pm0.001)\times10^6$ m/s. With that growth rate, (1) predicts $1.089\times10^6$ m/s. Leaving out $\nu_i$ gives $1.319\times10^6$ m/s, which is 21 % above the prediction of (1).

## Assumptions and conventions

1. Gas and electrons are uniform in space. The field has constant strength $E$, and there is no magnetic field. The $z$ axis points along the electron acceleration, opposite to the electric field, so $a=eE/m>0$.
2. Electrons collide only with gas particles at rest. Recoil of these heavy particles is neglected at first.
3. The products of inelastic collisions leave isotropically. There is one excitation process (cross section $\sigma_x$, threshold $u_x$) and one ionisation process ($\sigma_i$, $u_i$). After ionisation the two electrons share the remaining energy equally.
4. The velocity distribution is truncated after two terms, with $\mu=\cos\theta=v_z/v$:
$$f(v,\mu,t)=f_0(v,t)+f_1(v,t)\,\mu. \tag{2}$$
5. The swarm has settled: its shape is fixed and its size grows as $n(t)\propto e^{\nu_it}$, with $\nu_i>0$.

Let $\varepsilon=mv^2/2e$ be the kinetic energy in eV, so that $v=\gamma\sqrt\varepsilon$ with $\gamma=\sqrt{2e/m}$. Then
$$v^2dv=\gamma^2\varepsilon\,\frac{\gamma}{2\sqrt\varepsilon}\,d\varepsilon=\frac{\gamma^3}{2}\sqrt\varepsilon\,d\varepsilon .$$
The electron number in $d\varepsilon$ is $4\pi v^2f_0\,dv=2\pi\gamma^3\sqrt\varepsilon f_0\,d\varepsilon$. I therefore set
$$f_{0,1}=\frac{n(t)}{2\pi\gamma^3}F_{0,1}(\varepsilon),\qquad \int_0^\infty\!\sqrt\varepsilon\,F_0\,d\varepsilon=1. \tag{3}$$

## Theorem

Under assumptions 1–5, define
$$s(\varepsilon)=\sigma_m(\varepsilon)+\frac{\nu_i}{Nv}, \tag{4}$$
where $\sigma_m$ is the elastic momentum-transfer cross section plus all inelastic cross sections. Then, with primes denoting $d/d\varepsilon$,
$$F_1=-\frac EN\,\frac{F_0'}{s}, \tag{5}$$
$$\frac{d}{d\varepsilon}\!\left[\left(\frac EN\right)^{2}\frac{\varepsilon}{3s}F_0'\right]+S[F_0]-\frac{\nu_i}{N\gamma}\sqrt\varepsilon\,F_0=0, \tag{6}$$
$$\frac{\nu_i}{N}=\gamma\int_0^\infty\varepsilon\,\sigma_iF_0\,d\varepsilon, \tag{7}$$
where $S$ is the collision term of Lemma 3.

## Lemma 1: the field term

The kinetic equation is $\partial_tf+a\,\partial f/\partial v_z=C[f]$. From $v^2=v_x^2+v_y^2+v_z^2$ we have $\partial v/\partial v_z=\mu$. From $\mu=v_z/v$ we have $\partial\mu/\partial v_z=1/v-v_z^2/v^3=(1-\mu^2)/v$. Applied to (2), the chain rule gives
$$\frac{\partial f}{\partial v_z}=\mu\frac{\partial f_0}{\partial v}+\mu^2\frac{\partial f_1}{\partial v}+\frac{1-\mu^2}{v}f_1 .$$

The isotropic part is found with $\frac12\int_{-1}^1d\mu$. The averages of $\mu$, $\mu^2$ and $1-\mu^2$ are $0$, $1/3$ and $2/3$, so
$$\frac13\frac{\partial f_1}{\partial v}+\frac{2}{3v}f_1=\frac1{3v^2}\frac{\partial(v^2f_1)}{\partial v}.$$
The coefficient of $\mu$ is found with $\frac32\int_{-1}^1\mu\,d\mu$. The $f_1$ terms are then odd and vanish, and $\frac32\cdot\frac23=1$ leaves $\partial f_0/\partial v$. Hence
$$\partial_tf_0+\frac a{3v^2}\frac{\partial(v^2f_1)}{\partial v}=C_0,\qquad \partial_tf_1+a\frac{\partial f_0}{\partial v}=C_1. \tag{8}$$

The field term also contains a part proportional to $\mu^2-\frac13$, which would create a second harmonic $f_2$. Assumption 4 drops it. This is the approximation in the method; the treatment of growth adds none.

## Lemma 2: collisions acting on $f_1$

An elastic collision turns the velocity through an angle $\chi$. Averaged over azimuth, this turns $\mu$ into $\mu\cos\chi$. Scattering out removes $Nv\sigma_{el}f_1$, while scattering in restores the same expression weighted by $\cos\chi$. The net result is $-Nvf_1\int(1-\cos\chi)\,d\sigma_{el}$, which defines the elastic momentum-transfer cross section. Inelastic collisions remove $Nv(\sigma_x+\sigma_i)f_1$, and by assumption 3 their products restore nothing proportional to $\mu$. Together,
$$C_1=-N\sigma_mv f_1. \tag{9}$$

## Lemma 3: collisions acting on $F_0$

Per electron and per unit energy, process $k$ occurs at the rate $\sqrt\varepsilon F_0\cdot N\sigma_k\gamma\sqrt\varepsilon=N\gamma\,\varepsilon\sigma_kF_0$. Write $R_k(\varepsilon)=\varepsilon\sigma_k(\varepsilon)F_0(\varepsilon)$. Elastic collisions without recoil leave $F_0$ unchanged, so the collisional gain minus loss, divided by $N\gamma$, is
$$S[F_0]=-R_x(\varepsilon)-R_i(\varepsilon)+R_x(\varepsilon+u_x)+4R_i(2\varepsilon+u_i). \tag{10}$$
The factor 4 arises as follows. Electrons leaving at $\varepsilon$ come from a collision at $\varepsilon'=2\varepsilon+u_i$. An interval $d\varepsilon$ collects from $d\varepsilon'=2\,d\varepsilon$, and each event delivers two electrons.

Two integrals will be needed. Since $R_k$ vanishes below threshold, the excitation terms cancel in the number integral and $\int4R_i(2\varepsilon+u_i)\,d\varepsilon=2\int R_i\,d\varepsilon'$. Thus
$$\int_0^\infty S\,d\varepsilon=\int_0^\infty R_i\,d\varepsilon. \tag{11}$$
With the weight $\varepsilon$, the excitation terms give $-u_x\int R_x$. The ionisation gain gives $2\int\frac{\varepsilon'-u_i}{2}R_i\,d\varepsilon'=\int(\varepsilon'-u_i)R_i\,d\varepsilon'$. Hence
$$\int_0^\infty\varepsilon S\,d\varepsilon=-u_x\int_0^\infty R_x\,d\varepsilon-u_i\int_0^\infty R_i\,d\varepsilon. \tag{12}$$

## Proof of the theorem

By (3) and assumption 5, $f_0$ and $f_1$ depend on time only through $n(t)$, so $\partial_t$ becomes multiplication by $\nu_i$ in both equations (8).

**The first harmonic.** The second equation of (8), with (9), reads
$$\nu_iF_1+a\frac{dF_0}{dv}=-N\sigma_mvF_1 .$$
Since $d\varepsilon/dv=2v/\gamma^2$ and $a=eE/m=\gamma^2E/2$,
$$a\frac{d}{dv}=vE\frac{d}{d\varepsilon}. \tag{13}$$
Collecting the terms in $F_1$,
$$(N\sigma_mv+\nu_i)F_1=-vE\,F_0' .$$
Division by $Nv$ turns the bracket into $s$ and gives (5).

**The isotropic part.** By (13) and $v^2=\gamma^2\varepsilon$, the field term in the first equation of (8) becomes
$$\frac a{3v^2}\frac{d(v^2F_1)}{dv}=\frac{E}{3v}\frac{d(\gamma^2\varepsilon F_1)}{d\varepsilon}=\frac{E\gamma}{3\sqrt\varepsilon}\,(\varepsilon F_1)' .$$
In the normalisation (3), the collision term is $N\gamma S/\sqrt\varepsilon$, because $S$ was counted per unit energy and so carries the weight $\sqrt\varepsilon$. Multiplying the whole equation by $\sqrt\varepsilon/(N\gamma)$ gives
$$\frac{\nu_i}{N\gamma}\sqrt\varepsilon F_0+\frac{E}{3N}(\varepsilon F_1)'=S . \tag{14}$$
Substituting (5) turns the second term into $-\frac{d}{d\varepsilon}\left[(E/N)^2\varepsilon F_0'/(3s)\right]$. Moving everything except $S$ to the other side gives (6).

**The growth rate.** Integrate (6) over energy. The derivative term vanishes because no electrons flow through $\varepsilon=0$ or infinity. The last term gives $-\nu_i/(N\gamma)$ by (3), and $S$ gives (11). This is (7). $\blacksquare$

Because $\nu_i$ also enters through $s$, (6) is a nonlinear eigenvalue problem. A physical solution must have $F_0\ge0$. In practice one puts a guess for $\nu_i$ into $s$, finds the $\nu_i$ in the last term for which (6) then has a positive solution, puts that value into $s$, and repeats.

The elimination of $F_1$ was tested by evolving the coupled equations (8) in time for the gas of the worked example, from a cold start with $F_1=0$ and without assuming exponential growth. On the same energy grid, the final growth rate agreed with that of (6) to a relative $1.4\times10^{-13}$. The final $F_1$ agreed with (5) to $4\times10^{-14}$ of its peak. With $\sigma_m$ in place of $s$, the discrepancy was 4.3 % of the peak. This test concerns the elimination; it says nothing about the error of truncation (2).

## Remarks on meaning and limits

**One mechanism, two places.** Let $g=e^{-\nu_it}f$, the distribution with its growth divided out. Then
$$\partial_tg+a\frac{\partial g}{\partial v_z}=C[g]-\nu_ig .$$
The last term looks like an absorber that removes electrons at a rate independent of velocity, with cross section $\nu_i/(Nv)$. In the isotropic equation it is a loss of electrons. In the equation for $F_1$ it is a loss of directed momentum, and so it adds to $\sigma_m$. No electron is really absorbed; the term is dilution by growth.

**Where the shift belongs.** The sum $s$ appears where $F_1$ has been eliminated. Real collision rates keep their own cross sections. Recoil, if restored, is part of $C_0$ and goes into $S$ unshifted.

**Constant collision frequency.** Here $s=(\nu_m+\nu_i)/(N\gamma\sqrt\varepsilon)$. The drift velocity is the average of $v\mu$. Using $\int_{-1}^{1}\mu^2d\mu=\frac23$, $v^3dv=\frac12\gamma^4\varepsilon\,d\varepsilon$ and (3),
$$w=\frac{4\pi}{3n}\int_0^\infty v^3f_1\,dv=\frac\gamma3\int_0^\infty\varepsilon F_1\,d\varepsilon. \tag{15}$$
Insert (5) and integrate by parts:
$$w=-\frac{\gamma^2E}{3(\nu_m+\nu_i)}\int_0^\infty\varepsilon^{3/2}F_0'\,d\varepsilon=\frac{\gamma^2E}{2(\nu_m+\nu_i)}\int_0^\infty\sqrt\varepsilon F_0\,d\varepsilon=\frac{a}{\nu_m+\nu_i}.$$
The two-term result thus reproduces (1), whatever the form of $F_0$.

**Slow electrons.** If $\sigma_m$ is constant, the relative shift $\nu_i/(N\sigma_mv)$ grows as $1/v$. It reaches unity at $v=\nu_i/(N\sigma_m)$, and below that speed growth, rather than collisions, limits $F_1$ in the two-term equations. This need not hold for the full distribution: in the worked example below, the field accelerates an electron from rest to that speed in about 0.3 % of the growth time $1/\nu_i$.

**Attachment.** If electrons also attach, the rate in (4) and (6) is the net growth rate, and the attachment cross section enters both $S$ and $\sigma_m$. When the net rate is negative, $s$ can vanish at a low speed. Division by $s$ then fails at that speed. The coupled equations contain no such division: there they require $F_0'=0$ and leave $F_1$ to the isotropic equation. Whether they then settle to a positive solution is not examined here.

**Growth in space.** A steady stream whose density rises with distance violates assumption 1. Its equations contain $v_z\,\partial f/\partial z$, whose weight depends on velocity, so (4) does not apply to it.

## Corollary: the energy budget

Multiply (6) by $\varepsilon$ and integrate. By (5) the bracket equals $-(E/3N)\varepsilon F_1$. Integration by parts therefore turns the field term into $(E/3N)\int\varepsilon F_1\,d\varepsilon=(E/N)w/\gamma$, by (15). Using (12), and writing $\nu_x=N\gamma\int R_x\,d\varepsilon$ and $\langle\varepsilon\rangle=\int\varepsilon^{3/2}F_0\,d\varepsilon$,
$$Ew=\nu_xu_x+\nu_iu_i+\nu_i\langle\varepsilon\rangle. \tag{16}$$
The last term comes from the isotropic loss term. It is the power needed to bring new electrons up to the mean energy.

## Worked example: ignition of a pulsed discharge

Take 500 Td, 1 Torr, 300 K and a 3 cm gap. The gas density is $N=p/k_BT=3.219\times10^{22}$ m⁻³, so
$$E=5.00\times10^{-19}\times3.219\times10^{22}=1.61\times10^4\ \text{V/m}=161\ \text{V/cm},$$
or 483 V across the gap. The model cross sections are of roughly argon size. Elastic scattering is isotropic with $\sigma_{el}=10^{-19}$ m². Above thresholds of 12 and 16 eV, $\sigma_x=10^{-20}(1-12/\varepsilon)$ m² and $\sigma_i=3\times10^{-20}(1-16/\varepsilon)$ m².

Solving (6) and (7) gives $\nu_i/N=4.98\times10^{-15}$ m³/s, a mean energy of 11.2 eV and $w=3.50\times10^5$ m/s. The growth rate is
$$\nu_i=4.977\times10^{-15}\times3.219\times10^{22}=1.60\times10^8\ \text{s}^{-1},$$
an e-folding time of 6.2 ns.

At 1 eV, $v=\gamma=5.93\times10^5$ m/s, so the shift is $4.977\times10^{-15}/5.93\times10^5=8.4\times10^{-21}$ m², or 8.4 % of $\sigma_m$. At 10 and 30 eV it is 2.7 % and 1.3 %. It would equal $\sigma_m$ at $0.0839^2\approx0.007$ eV. Very few electrons are that slow, since the mean energy is 11.2 eV. This energy lies below the gas thermal energy $k_BT\approx0.026$ eV, but assumption 2 still holds there. Such an electron moves over 100 times faster than an atom of mass 40 u at 300 K, and the field, at $E/(N\sigma_m)=5$ eV per free path, far outweighs thermal exchange with the gas.

In (16), the field supplies $(E/N)w=1.75\times10^{-13}$ eV m³/s. The ionisation threshold takes $4.977\times10^{-15}\times16=7.96\times10^{-14}$, or 45 %. Heating new electrons takes $4.977\times10^{-15}\times11.2=5.57\times10^{-14}$, or 32 %. Excitation takes the remaining 23 %.

The two parts of the correction have unequal weight here. With field and cross sections held fixed:

- Keeping the loss term but not shifting $\sigma_m$ raises $\nu_i$ by 1.7 %.
- Ignoring growth altogether, so that ionisation acts like an excitation with one outgoing electron, raises $\nu_i$ by 37 % and the mean energy by 14 %. At 200 Td these figures are 19 % and 8 %.

Ignoring growth also lowers the drift velocity, to $3.22\times10^5$ m/s, although the mean energy rises. A likely reason follows from (15). For constant $s$, integration by parts gives $w=(\gamma E/3Ns)\int F_0\,d\varepsilon$, which is proportional to the mean of $\varepsilon^{-1/2}$ and so favours slow electrons. A growing swarm is continually supplied with them. In this gas $s$ is only roughly constant, so the argument is qualitative.

A Monte Carlo simulation of the same model, without truncation in angle, gave $\nu_i/N=(4.94\pm0.01)\times10^{-15}$ m³/s, 11.06 eV and $3.46\times10^5$ m/s. Relative to these, the two-term values are high by 0.8, 1.3 and 1.4 %. The simulation clearly separates growth from no growth. The effect of the shift alone is comparable with the truncation error, so its sharp tests are the constant-frequency gas and the time evolution above.

## The real discharge

These conditions are chosen to resemble the start of an overvolted pulse in low-pressure argon; 500 Td is far above the field in the bulk of a steady glow. The results belong to the model gas and are not predictions for argon. Argon's elastic cross section has a deep minimum below 1 eV, where the relative shift would be larger for the same $\nu_i$. Two collision assumptions matter at the 5 % level. If inelastic products keep the incoming direction, the simulated $\nu_i$ and drift velocity both rise by roughly 5 %. If one of the two electrons is born at rest, the two-term $\nu_i$ rises by 5.3 %. Recoil, for a mass of 40 u, takes only 0.04 % of the power.

The assumption a real gap breaks most plainly is the absence of boundaries. At the mean velocity $w$, 3 cm would take about 14 e-foldings. The centre of a growing swarm moves faster than $w$, because the more energetic electrons at its front ionise more often, so the actual crossing takes fewer. Electrons that reach the anode are lost. Diffusion to the electrodes, estimated as $D(\pi/L)^2$ with diffusion coefficient $D$ and gap $L$, is only about 1 % of $\nu_i$. The growth rate settles to within 1 % about 3 ns after a cold start, so the settled form is reached early in a transit.

Growth at constant field ends at the latest when space charge matters. An unneutralised electron density $n$ filling the gap uniformly makes the fields at the two electrodes differ by $enL/\varepsilon_0$, with $\varepsilon_0$ the vacuum permittivity. This difference reaches 10 % of $E$ at $n\approx3\times10^6$ cm⁻³. For a growing swarm that estimate is too low, because each ionisation also leaves a positive ion. Suppose that the swarm starts uniformly across the gap and that the ions stay where they are born while the electrons drift at $w$. After several e-foldings, but before the electrons have crossed the gap, the uncovered ion charge is about that of a layer of thickness $w/\nu_i\approx2.2$ mm at density $n$. Replacing $L$ by this thickness raises the required density about 14 times, to $4\times10^7$ cm⁻³. The electron–electron collision rate, estimated with a Coulomb logarithm of 10, is about $2\times10^{-8}$ of $\nu_i$ at the lower density and $3\times10^{-7}$ at the higher one. A logarithm nearer 20, which suits so thin a plasma better, would only double these figures. So in this example the constant-field assumption fails long before electron–electron collisions matter. The numerical output below lists the values used.

## Table of computed values

```
Model sigma el, exc, ion scale: 1.0e-19 1.0e-20 3.0e-20 m^2
Thresholds exc, ion: 12, 16 eV
E/N 500 Td; p 1 Torr; T 300 K; gap 3 cm
Gas density N: 3.219e+22 m^-3
Field: 160.9 V/cm; gap voltage 483 V
-- two-term result with growth --
nu_i/N: 4.977e-15 m^3/s; nu_i: 1.602e+08 s^-1
Growth e-folding time: 6.24 ns
Mean energy: 11.201 eV; drift: 3.504e+05 m/s
At 1 eV: sigma_m 1.000e-19, nu_i/(N v) 8.391e-21 m^2, ratio 8.39 %
At 10 eV: sigma_m 1.000e-19, nu_i/(N v) 2.654e-21 m^2, ratio 2.65 %
At 30 eV: sigma_m 1.200e-19, nu_i/(N v) 1.532e-21 m^2, ratio 1.28 %
Power/N from field: 1.752e-13 eV m^3/s
Shares exc, ion, new electrons: 22.7, 45.4, 31.8 %
-- variants: nu_i/N (m^3/s), mean energy (eV), drift (m/s) --
full: 4.977e-15, 11.201, 3.504e+05
loss term only: 5.063e-15, 11.267, 3.569e+05
no growth: 6.812e-15, 12.714, 3.215e+05
unequal sharing: 5.239e-15, 11.185, 3.662e+05
Loss term only vs full, nu_i: +1.74 %
No growth vs full, nu_i: +36.9 %, energy +13.5 %
200 Td full: nu_i/N 9.136e-16 m^3/s, energy 7.923 eV
200 Td no growth vs full: nu_i +19.4 %, energy +7.7 %
-- checks --
Time evolution vs reduced equation, growth: 1.4e-13 (relative)
F1 deviation, shifted: 4.0e-14; unshifted: 4.3e-02 (of peak)
Halving the grid step changes nu_i by 0.007 %
Constant-frequency gas: E/N 1500 Td, nu_m/N 2.0e-13 m^3/s
  Monte Carlo nu_i/N: 4.218e-14 m^3/s
  drift: 1.0882e+06 +- 1.2e+03 m/s
  a/(nu_m+nu_i): 1.0894e+06; a/nu_m: 1.3191e+06 m/s
Example Monte Carlo nu_i/N: 4.939e-15 +- 1.2e-17 m^3/s
  energy 11.062 +- 0.013 eV; drift 3.457e+05 +- 5.4e+02 m/s
-- neglected effects --
Two-term vs Monte Carlo: nu_i +0.8, energy +1.3, drift +1.4 %
Forward vs isotropic inelastic: nu_i +4.4, energy +3.0, drift +5.3 %
Unequal vs equal sharing: nu_i +5.3 %
Recoil share of power (mass 40 u): 0.041 %
Diffusion loss / nu_i: 1.24 %
Growth e-foldings in one gap transit: 13.7
Settling to 1 % of final growth rate: 3.1 ns
Density for 10 % space-charge field: 2.96e+06 cm^-3
Electron-electron rate / nu_i there (log 10): 1.9e-08
```
